# The Bleustein–Gulyaev Shear Surface Wave on a Metallized 6mm Crystal, part 1

(Sections cited here and not found follow in the second part.)

## I. From crystal symmetry to the speed of the wave

Take a piezoelectric half-space whose shear waves travel through the bulk at 6108.5 m/s, and lay on its surface a grounded conducting sheet that has neither mass nor stiffness. A shear wave of wavelength 10 µm can now run along the surface at 6106.6 m/s. It is slower than the bulk wave by only 325 parts per million, and yet it is bound to the surface, with an amplitude that falls by a factor $e$ in 62 µm. The sheet cannot load the crystal mechanically. All it does is hold the electric potential at zero. What has to be explained is why this is enough to bind a wave, why the change in speed is so small, and why the depth is about six wavelengths.

**Geometry and assumptions.** The crystal belongs to class 6mm and fills $y>0$. Its sixfold axis, the $c$ axis, points along $z$ and so lies in the surface. The wave travels along $x$, which is also in the surface and perpendicular to $c$. Both conditions are needed: having $c$ in the surface does not by itself fix the direction of travel, and the derivation below uses the fact that no field varies along $c$. The crystal is linear, lossless and insulating, and so deep that its back face plays no part. Acoustic speeds are far below the speed of light, so the electric field is taken as quasi-static, $\mathbf E=-\nabla\phi$.

With the strain $S$ and the field $E$ as independent variables, the constitutive laws are $T=cS-eE$ for the stress and $D=eS+\varepsilon E$ for the electric displacement. Let the displacement be $(u_x,u_y,u_z)$. Since $\partial/\partial z=0$, we have $S_{zz}=0$ and $E_z=0$. The remaining strains, with shear strains in the engineering convention, are

$$S_1=\partial_xu_x,\quad S_2=\partial_yu_y,\quad S_6=\partial_yu_x+\partial_xu_y,\quad S_5=\partial_xu_z,\quad S_4=\partial_yu_z. \tag{1}$$

**Separation of the motion.** In class 6mm the nonzero piezoelectric constants are $e_{15}=e_{24}$, $e_{31}=e_{32}$ and $e_{33}$. The constants $e_{31}$ and $e_{33}$ multiply $E_z$ in the stress, and $E_z$ vanishes. The stresses in the $xy$ plane are therefore purely elastic:

$$T_{xx}=c_{11}S_1+c_{12}S_2,\qquad T_{yy}=c_{12}S_1+c_{11}S_2,\qquad T_{xy}=c_{66}S_6. \tag{2}$$

The in-plane strains do produce a displacement $D_z=e_{31}(S_1+S_2)$, but it does not vary along $z$, so it adds nothing to $\nabla\cdot\mathbf D$ and creates no potential. The components $u_x$ and $u_y$ thus form a closed elastic problem, which has a surface wave of its own, the Rayleigh wave. That wave is not treated here.

What is left is $u_z$, written $u$ from now on, together with $\phi$. With the abbreviations $e=e_{15}$ and $\varepsilon=\varepsilon_{11}$, and with $E_x=-\partial_x\phi$, $E_y=-\partial_y\phi$, the laws read

$$T_{xz}=c_{44}\,\partial_xu+e\,\partial_x\phi,\qquad T_{yz}=c_{44}\,\partial_yu+e\,\partial_y\phi, \tag{3}$$

$$D_x=e\,\partial_xu-\varepsilon\,\partial_x\phi,\qquad D_y=e\,\partial_yu-\varepsilon\,\partial_y\phi. \tag{4}$$

The plus sign before $e\,\partial\phi$ in (3) comes from two minus signs, one in $T=cS-eE$ and one in $E=-\nabla\phi$. The boundary conditions separate as well. The traction on the surface has the components $T_{xy}$, $T_{yy}$ and $T_{yz}$; the first two contain only $u_x,u_y$, and the third contains only $u,\phi$.

Equations (3) and (4) have the vector form $\mathbf T=c_{44}\nabla u+e\nabla\phi$ and $\mathbf D=e\nabla u-\varepsilon\nabla\phi$ in the $xy$ plane, with scalar coefficients. Turning the crystal about its $c$ axis leaves them unchanged. The result will therefore hold for every surface that contains $c$.

**Balance laws.** Newton's law for the $z$ component is $\rho\,\partial_t^2u=\partial_xT_{xz}+\partial_yT_{yz}$, where $\rho$ is the density. An insulator holds no free charge, so $\partial_xD_x+\partial_yD_y=0$. With $\nabla^2=\partial_x^2+\partial_y^2$, equations (3) and (4) give

$$\rho\,\partial_t^2u=c_{44}\nabla^2u+e\nabla^2\phi, \tag{5}$$

$$e\nabla^2u-\varepsilon\nabla^2\phi=0. \tag{6}$$

Equation (6) says that $\phi$ and $(e/\varepsilon)u$ have the same Laplacian. Their difference is therefore harmonic, which suggests the new unknown

$$\psi=\phi-\frac{e}{\varepsilon}\,u,\qquad \nabla^2\psi=0. \tag{7}$$

Substituting $\nabla^2\phi=(e/\varepsilon)\nabla^2u$ in (5) gives

$$\rho\,\partial_t^2u=\bar c\,\nabla^2u,\qquad \bar c=c_{44}+\frac{e^2}{\varepsilon}. \tag{8}$$

The bulk shear wave thus travels at the stiffened speed $v_b=\sqrt{\bar c/\rho}$. The extra stiffness arises because the strain of the wave produces an electric field, and work must be done against that field.

The surface quantities are also needed in terms of $u$ and $\psi$. Putting $\phi=\psi+(e/\varepsilon)u$ into (3) and (4),

$$T_{yz}=\Big(c_{44}+\frac{e^2}{\varepsilon}\Big)\partial_yu+e\,\partial_y\psi=\bar c\,\partial_yu+e\,\partial_y\psi, \tag{9}$$

$$D_y=e\,\partial_yu-\varepsilon\,\partial_y\psi-e\,\partial_yu=-\varepsilon\,\partial_y\psi. \tag{10}$$

In the bulk $u$ and $\psi$ know nothing of each other. They meet only at the surface.

**Decaying solutions.** Let every field vary along the surface as $\cos(\xi x-\omega t)$ with $\xi>0$. Equation (8) then requires the depth profile $U(y)$ of $u$ to obey $U''=(\xi^2-\omega^2/v_b^2)U$, and (7) requires the profile of $\psi$ to obey $\Psi''=\xi^2\Psi$. The solutions that vanish deep in the crystal are

$$U=A\,e^{-\beta y},\qquad \Psi=B\,e^{-\xi y},\qquad \beta^2=\xi^2-\frac{\omega^2}{v_b^2}, \tag{11}$$

where $\beta$ is the root with positive real part. If no such root exists, which happens for real $\omega\ge v_b\xi$, then $A=0$.

**Surface conditions.** The grounded sheet requires $\phi=0$ at $y=0$. Since $\phi=\psi+(e/\varepsilon)u$, this means

$$B+\frac{e}{\varepsilon}A=0. \tag{12}$$

A sheet without mass or stiffness exerts no force, so $T_{yz}=0$ at $y=0$. Each derivative in (9) brings down a minus sign, and

$$-\bar c\,\beta A-e\,\xi B=0. \tag{13}$$

If $A=0$, (12) gives $B=0$ and there is no wave. For $A\neq0$, insert $B=-(e/\varepsilon)A$ in (13) and divide by $A$:

$$\bar c\,\beta=\frac{e^2}{\varepsilon}\,\xi. \tag{14}$$

Define the coupling factor

$$k^2=\frac{e^2}{\varepsilon\,\bar c}=\frac{e_{15}^2}{\varepsilon_{11}\,\bar c}. \tag{15}$$

Then (14) reads

$$\beta=k^2\xi. \tag{16}$$

This value is real and positive whenever $e_{15}\neq0$, so the wave exists, and it is the only value allowed, so the wave is unique among bound waves of this shear type. From the last part of (11), $\omega^2/v_b^2=\xi^2-k^4\xi^2$, and the speed $v=\omega/\xi$ is

$$\boxed{\,v=v_b\sqrt{1-k^4}\,},\qquad v_b=\sqrt{\bar c/\rho}. \tag{17}$$

The speed does not depend on frequency, because the half-space offers no length with which the wavelength could be compared. The sign of $e_{15}$ does not matter either: changing it reverses $\phi$ and leaves $u$ as it was.

**Which coupling factor.** The constant in (15) is divided by the stiffened $\bar c$. Another factor in use is $K^2=e^2/(\varepsilon c_{44})$. Since $\bar c=c_{44}(1+K^2)$, the two are related by

$$k^2=\frac{K^2}{1+K^2}. \tag{18}$$

A stable crystal has $c_{44}>0$ and $\varepsilon>0$, so $0\le k^2<1$ and the root in (17) is real. For the crystal of the opening, $k^2=0.02548$ and $K^2=0.02614$. Using $K$ in place of $k$ in (17) would give $K^4=6.84\times10^{-4}$ instead of $k^4=6.49\times10^{-4}$, an error of 5% relative to the speed reduction.

A second form of the speed shows where it lies. From (8) and (15), $c_{44}=\bar c-e^2/\varepsilon=\bar c(1-k^2)$. Factoring $1-k^4=(1-k^2)(1+k^2)$ in (17) gives

$$v^2=\frac{\bar c}{\rho}(1-k^2)(1+k^2)=\frac{c_{44}}{\rho}(1+k^2). \tag{19}$$

The surface wave is faster than a wave with no electric stiffening at all, and slower than the fully stiffened bulk wave. In the example the three speeds are 6030.2, 6106.6 and 6108.5 m/s. The surface wave lies close to the upper one because most of its motion takes place well below the sheet.

**Why the fourth power appears.** Multiply the profile equation $-\rho\omega^2U=\bar c\,(U''-\xi^2U)$ by $-U$ and integrate over depth. Integration by parts gives $\int_0^\infty UU''\,dy=-U(0)U'(0)-\int_0^\infty U'^2dy$, so that

$$\rho\omega^2\int_0^\infty U^2dy=\bar c\int_0^\infty\big(U'^2+\xi^2U^2\big)dy+\bar c\,U(0)U'(0). \tag{20}$$

The traction condition and (12) fix the last term. From (9), $\bar c\,U'(0)=-e\Psi'(0)=e\xi B=-(e^2/\varepsilon)\xi U(0)$. Hence

$$\rho\omega^2\int_0^\infty U^2dy=\bar c\int_0^\infty\big(U'^2+\xi^2U^2\big)dy-\frac{e^2}{\varepsilon}\,\xi\,U(0)^2. \tag{21}$$

The sheet enters as a negative energy located at the surface. By shorting out the potential, it removes part of the electric stiffening there. Solved for $\omega^2$, (21) is a Rayleigh quotient: setting its first variation with respect to $U$ to zero gives back the profile equation together with the surface condition $\bar c\,U'(0)=-(e^2/\varepsilon)\xi U(0)$, and its minimum over all profiles is the $\omega^2$ of the lowest wave. Now let $U=e^{-\beta y}$ with $\beta$ free. The integrals are $\int U^2dy=1/(2\beta)$ and $\int U'^2dy=\beta/2$. Multiplying (21) by $2\beta/\bar c$ gives

$$\frac{\omega^2}{v_b^2}=\xi^2+\beta^2-2k^2\xi\beta. \tag{22}$$

Crowding the wave toward the surface gains an amount linear in $\beta$, because a larger share of the motion then feels the sheet. It costs an amount quadratic in $\beta$, because the profile becomes steeper. For small $\beta$ the linear gain wins, so any nonzero coupling binds the wave. The minimum lies at $\beta=k^2\xi$, where the net gain is $k^4\xi^2$. This reproduces (16) and (17), as it must, since the true profile belongs to the trial family.

The opening numbers now follow. The depth $1/\beta=\lambda/(2\pi k^2)$ is of first order in $1/k^2$, which gives $10/(2\pi\times0.025478)=62.5$ µm. The speed reduction relative to the bulk wave is close to $k^4/2=3.25\times10^{-4}$. As $k$ tends to zero the depth grows without limit, and at $k=0$ the bound wave is gone.

**A numerical test at strong coupling.** With $k^2$ as small as in the example, a wrong power of $k$ at higher order would hardly show. Equations (5) and (6), with the surface conditions, were therefore also solved by finite elements in depth for $k^2=0.4$, in a layer $30/\xi$ deep with 400 nodes, without using the exponential profiles. The lowest value of $(v/v_b)^2$ is 0.839997, against $1-0.4^2=0.84$. The second is 1.0033. It lies above 1 and belongs to a bulk wave that fills the finite layer, so the calculation finds one bound wave and no more.

## II. Fields, power, and the limits of the ideal sheet

From the first half we take the following. The crystal fills $y>0$, its $c$ axis is along $z$, and the wave runs along $x$ with wavenumber $\xi$ and angular frequency $\omega$. The shear displacement is $u$ along $z$, the potential is $\phi$, and $e=e_{15}$, $\varepsilon=\varepsilon_{11}$. The combination $\psi=\phi-(e/\varepsilon)u$ is harmonic, and $T_{yz}=\bar c\,\partial_yu+e\,\partial_y\psi$, $D_y=-\varepsilon\,\partial_y\psi$. The depth profiles are $Ae^{-\beta y}$ for $u$ and $Be^{-\xi y}$ for $\psi$, with $\beta^2=\xi^2-\omega^2/v_b^2$. Under a massless grounded sheet, $B=-(e/\varepsilon)A$, $\beta=k^2\xi$ and $v=v_b\sqrt{1-k^4}$, where $\bar c=c_{44}+e^2/\varepsilon=\rho v_b^2$ and $k^2=e^2/(\varepsilon\bar c)$.

**The fields.** With the phase $\theta=\xi x-\omega t$ and the short forms $g=e^{-\beta y}$, $h=e^{-\xi y}$,

$$u=A\,g\cos\theta,\qquad \phi=\frac{e}{\varepsilon}A\,(g-h)\cos\theta. \tag{23}$$

The potential is zero at the sheet, rises to a peak where $h=k^2g$, at the depth $\ln(1/k^2)/[(1-k^2)\xi]$ (about $3.8/\xi$, or 6 µm, in the worked example below), and then follows the displacement down over the much longer depth $1/\beta$.

A massless grounded sheet binds a single shear wave of this type, with speed $v=v_b\sqrt{1-k^4}$ and decay depth $1/(k^2\xi)$, and its displacement and potential are now known. What remains is to find the power it carries, compare it with the wave on a bare surface, and examine the effects of a real electrode, mobile carriers and other departures from the ideal case.
